# The Vacancy Tracer Correlation Factor of the Diamond Lattice, part 2

A tracer atom in a diamond lattice moves only by exchanging places with a vacancy. We seek its correlation factor $f$, the limit for $n\to\infty$ of $f_n=\langle R_n^2\rangle/(nr^2)$, where $\mathbf R_n$ is the displacement after $n$ tracer jumps and $r$ is the bond length.

The assumptions of Section 2 are an infinite, perfect crystal without bias, the same exchange rate $w$ with each of the vacancy's four neighbours (tracer included), and very dilute vacancies. Each vacancy step thus goes to a given neighbour with probability $1/4$, whatever came before.

The lattice has two sublattices, A and B. The unit bond vectors from an A site are $\mathbf e_1,\dots,\mathbf e_4$; those from a B site are their negatives. Displacements below are in units of $r$.

Just after an exchange with the tracer, the vacancy next exchanges with it from the same neighbour site with probability $p_s$, and from each of the three others with probability $p_o$. It may wander in between. The total return probability is

$$
R=p_s+3p_o .
$$

The mean cosine between successive tracer jumps is $t$, with jumps made by fresh vacancies contributing zero. For $R<1$, Section 7 gave

$$
f_n=\frac{1+t}{1-t}-\frac{2t(1-t^n)}{n(1-t)^2},
$$

$$
f=\frac{1+t}{1-t},\qquad t=p_o-p_s .
$$

An encounter is the set of all exchanges between one tracer and one vacancy. Its mean number of jumps is $1/(1-R)$.

The simulation of Section 8 followed a single vacancy through labelled atoms, in 200 walks of 5000 steps each. It found $f$ from the summed squared displacements of all atoms. Cosines between jumps of the same atom were summed and divided by the total number of steps.

The tracer is now held at an A site called 0. Its neighbours are called $e_1,\dots,e_4$, after the bond vectors, and the vacancy starts at $e_1$. Inversion makes the result valid for a B site as well. It remains to find $p_s$ and $p_o$.

### 10. Visits of a free vacancy

First ignore the tracer's label and let the vacancy walk freely over all sites, including site 0. Let $P_n(x,y)$ be the probability that it is at $y$ after $n$ steps if it started at $x$. The lattice Green function

$$
G(x,y)=\sum_{n=0}^\infty P_n(x,y)
$$

is the expected number of visits to $y$. The term $n=0$ counts the start as a visit when $x=y$. Symmetry leaves three different values among the sites needed here:

$$
g=G(0,0)=G(e_1,e_1),\qquad
h=G(e_1,e_2),\qquad
q=G(e_1,0).
$$

All sites are equivalent, which gives the two forms of $g$. The sites $e_2,e_3,e_4$ are equivalent as seen from $e_1$, so each has the value $h$. Every step has the same probability as its reverse, so $G(x,y)=G(y,x)$, and $q$ is also the value of $G(0,e_i)$ for every $i$.

These quantities must be finite for the following subtractions to make sense. To show this, consider two steps at a time, which return the vacancy to its original sublattice. From an A site, the displacement in two steps is $\mathbf e_i-\mathbf e_j$ with probability $1/16$ for each ordered pair $(i,j)$. The vectors $\mathbf e_1-\mathbf e_4$, $\mathbf e_2-\mathbf e_4$ and $\mathbf e_3-\mathbf e_4$ form a basis of the A sublattice. With one angle for each basis vector, the Fourier sum of the two-step probabilities is $|S|^2$, where

$$
S=\tfrac14\left(1+e^{i\alpha}+e^{i\beta}+e^{i\gamma}\right).
$$

The probability of being back at the start after $2n$ steps is the constant Fourier coefficient of $|S|^{2n}$, that is, its average over the three angles from $-\pi$ to $\pi$. Returns after an odd number of steps are impossible. All terms are non-negative, so the sum over $n$ may be taken inside the average:

$$
g=\left\langle\sum_{n=0}^\infty|S|^{2n}\right\rangle
=\left\langle\frac1{1-|S|^2}\right\rangle .
$$

Multiplying out $|S|^2$ gives

$$
1-|S|^2=\frac18\sum_{\rm pairs}(1-\cos\delta),
$$

where $\delta$ runs over the six differences between the phases $0,\alpha,\beta,\gamma$. This vanishes only when all phases are equal, and near that point it is a positive quadratic form in the angles. The integrand thus grows as the inverse square of the distance from the point, while the volume element supplies the square of that distance. The integral is finite, and so is $g$. The values $h$ and $q$ cannot exceed $g$, because a walk must first reach a site before it can revisit it.

### 11. Stopping the walk at the tracer

The return probabilities refer to a walk that stops when it first reaches site 0. Let $G_0(e_1,e_i)$ be the expected number of visits to $e_i$ before that event, and let $F$ be the probability that site 0 is ever reached from $e_1$. This is the same as $R$.

The visits of the free walk to $e_i$ divide into those before the first arrival at 0 and those after it. The first kind number $G_0(e_1,e_i)$ on average. The second kind occur only if 0 is reached, and from there the walk starts afresh. Thus

$$
G(e_1,e_i)=G_0(e_1,e_i)+F\,G(0,e_i)
=G_0(e_1,e_i)+Fq .
$$

On each visit to $e_i$ before absorption, the vacancy steps to site 0 with probability $1/4$. First arrival happens at most once, so the probabilities for different step numbers add without double counting. The probability that the first arrival comes from $e_i$ is

$$
p_i=\tfrac14G_0(e_1,e_i)=\tfrac14\left[G(e_1,e_i)-Fq\right].
$$

Here $p_1=p_s$, and $p_2=p_3=p_4=p_o$. The subtracted term is the same in all four cases: once the free walk has reached the tracer's site, it no longer distinguishes the neighbour from which it began. The difference is therefore

$$
p_s-p_o=\tfrac14(g-h).
$$

The absorbing tracer affects each return probability, but it drops out of their difference.

### 12. Two balance equations

A free walk that starts at 0 has one visit at the start. Its first step leads to one of the neighbours, and from each of them the expected number of visits to 0 is $q$. Hence

$$
g=1+q .
$$

Now start at $e_1$ and count visits to 0. The start is not such a visit, so every visit to 0 is preceded by a visit to a neighbour of 0, followed by a step of probability $1/4$. Hence

$$
q=\tfrac14\sum_{i=1}^4G(e_1,e_i)=\tfrac14(g+3h).
$$

Eliminating $q$ gives

$$
g-1=\tfrac14(g+3h)
\;\Longrightarrow\;
4g-4=g+3h
\;\Longrightarrow\;
g-h=\tfrac43 .
$$

It follows that

$$
p_s-p_o=\tfrac13,\qquad
t=-\tfrac13,\qquad
f=\frac{1-\frac13}{1+\frac13}=\frac12 .
$$

This is exact within the assumptions of Section 2. No value of a lattice integral has entered, only the finiteness of $g$.

The Fourier form confirms the key difference. The value $h$ has an additional factor $\cos\delta$ in the average, where $\delta$ is one of the six phase differences. All six choices give the same $g-h$, so their mean may be used:

$$
g-h=\frac16\left\langle
\frac{\sum_{\rm pairs}(1-\cos\delta)}{1-|S|^2}\right\rangle
=\frac86=\frac43 .
$$

With $t=-1/3$, the expression for a finite number of tracer jumps from Section 7 becomes

$$
f_n=\frac12+\frac{3}{8n}\left[1-\left(-\tfrac13\right)^n\right].
$$

The value $1/2$ thus belongs to the limit of many jumps. For two jumps, $f_2=2/3$.

### 13. The separate return probabilities

The probabilities themselves do require $g$. A free walk from $e_1$ visits 0 only if it gets there, and then makes $g$ visits on average. Thus $q=Rg$, and with $q=g-1$,

$$
R=1-\frac1g .
$$

This proves $R<1$, since $g$ is finite. It also shows that the mean number of jumps per encounter, $1/(1-R)$, equals $g$. Inserting $p_o=p_s-\frac13$ into $R=p_s+3p_o$ gives $R=4p_s-1$, so

$$
p_s=\frac{1+R}{4},\qquad
p_o=\frac R4-\frac1{12}.
$$

One angle in the integral for $g$ can be removed. Put $u=1+e^{i\alpha}+e^{i\beta}$ and $v=|u|$. Then $16|S|^2=v^2+1+2v\cos\varphi$, where $\varphi$ is $\gamma$ minus the phase of $u$, and

$$
\frac1{1-|S|^2}=\frac{16}{a-b\cos\varphi},
\qquad a=15-v^2,\quad b=2v .
$$

For $a>b\ge0$ the average of $1/(a-b\cos\varphi)$ over a full period is $1/\sqrt{a^2-b^2}$. This follows from the Poisson kernel: for $0\le\rho<1$,

$$
\frac{1-\rho^2}{1-2\rho\cos\varphi+\rho^2}
=1+2\sum_{m=1}^\infty\rho^m\cos m\varphi
$$

has average 1. Choosing $2\rho/(1+\rho^2)=b/a$ makes the left side equal to $\sqrt{a^2-b^2}/(a-b\cos\varphi)$. Finally,

$$
\begin{aligned}
a^2-b^2&=(15-2v-v^2)(15+2v-v^2)\\
&=(3-v)(5+v)(3+v)(5-v)=(9-v^2)(25-v^2),
\end{aligned}
$$

and therefore

$$
g=\left\langle\frac{16}{\sqrt{(9-|u|^2)(25-|u|^2)}}\right\rangle_{\alpha,\beta}.
$$

Numerical integration gives $g=1.7929$. Then $R=1-1/1.7929=0.4422$, $p_s=1.4422/4=0.3606$ and $p_o=0.4422/4-1/12=0.0272$. Explicit propagation of the vacancy probability, with the tracer site absorbing, gives the same values to these digits. This agreement was tested, as was $g-h=4/3$ for the free walk.

The value of $R$ alone does not determine $f$. If all returns came through the same site, $t$ would be $-0.4422$ and $f$ would be $0.387$. Returns through the other sites partly offset the reversals.

In the simulation of Section 8, the number of jumps per moved atom was $1.768\pm0.004$, somewhat below $g$. The sign of the difference follows from the finite length of the walks. Some encounters are cut off before their last exchange, so the expected number of atoms moved exceeds the number of steps divided by $g$.

### 14. How the value builds up

Suppose that returns are counted only up to a given number of vacancy steps after each exchange. Immediate reversal takes one step and has probability $1/4$. It alone gives $t=-1/4$ and $f=0.75/1.25=0.6$.

In three steps the vacancy can go to one of three sites away from the tracer, come back, and exchange. This adds $\frac34\cdot\frac14\cdot\frac14=3/64$ to $p_s$. It adds nothing to $p_o$, because two neighbours of the tracer have no common neighbour other than the tracer's site. The result is $t=-0.2969$ and $f=0.542$.

At five steps the vacancy can first arrive from another neighbour, by going round a six-membered ring. Two rings contain a given pair of the tracer's bonds, so $p_o$ gains $2/4^5$. The same-site probability gains $18/4^5$: there are nine paths made of two short excursions and nine that go two sites out and back. The change in $t$ is $-16/1024=-1/64$, which gives $t=-0.3125$ and $f=0.524$. With returns up to 23 steps $f$ is 0.5032, and up to 95 steps it is 0.5004. Most of the reduction from 1 comes from short loops, but the exact value needs loops of all lengths.

### 15. Diffusivities in a model crystal

The vacancy makes $4w$ uncorrelated steps per unit time. In three dimensions the mean square displacement is $6Dt_d$ after a time $t_d$, so the vacancy diffusivity is

$$
D_v=\frac{4wr^2}{6}.
$$

Let $c_v$ be the fraction of sites that are vacant. Each of the tracer's four neighbour sites is vacant with probability $c_v$, so the tracer jumps at the rate $4c_vw$. Its mean square displacement per jump is $fr^2$ in the long run. Hence

$$
D^*=\frac{4c_vw\,f r^2}{6}=f c_vD_v=\tfrac12c_vD_v .
$$

Take the round parameters $r=0.25$ nm, $w=10^9\ {\rm s^{-1}}$ and $c_v=10^{-9}$. With $r=2.5\times10^{-8}$ cm,

$$
D_v=\frac{4\times10^9\times(2.5\times10^{-8})^2}{6}
=4.17\times10^{-7}\ {\rm cm^2\,s^{-1}},
$$

$$
D^*=\tfrac12\times10^{-9}\times4.17\times10^{-7}
=2.08\times10^{-16}\ {\rm cm^2\,s^{-1}},
$$

or $2.08\times10^{-20}\ {\rm m^2\,s^{-1}}$. An initially thin tracer layer spreads along one axis with variance $2D^*t_d$. An rms spread of 10 nm, or $10^{-6}$ cm, takes

$$
t_d=\frac{10^{-12}}{2\times2.083\times10^{-16}}\ {\rm s}=2400\ {\rm s}.
$$

Without the correlation factor the predicted time would be 1200 s. Conversely, if $D_v$ is known and $c_v$ is inferred from a tracer profile, setting $f=1$ gives half the true vacancy fraction.

The example lies within the assumed regime. The tracer makes about four jumps per second, hence some 9600 jumps during the anneal, so the $1/n$ correction is negligible. A vacancy makes 95 steps in about 24 ns, which is far shorter than the time between encounters, a few tenths of a second.

### 16. Where the value one half applies

A uniform change of temperature alters $w$ and $c_v$ but leaves $f$ unchanged, as long as all exchange rates remain equal. An impurity that attracts the vacancy or exchanges at a different rate changes the step probabilities near the tracer, and the value $1/2$ then no longer holds in general. At higher vacancy content a second vacancy can interfere before the first encounter has ended. If interstitial atoms also carry self-diffusion, the factor $1/2$ applies to the vacancy contribution alone.

## Numbers as computed

```
All probabilities, visits and cosines are dimensionless
g from lattice integral          1.792882
g from propagated walk           1.792883
h from propagated walk           0.459546
visits to tracer site, free walk 0.792880
g - h from propagated walk       1.333337
R from formula                   0.442239
R from absorbed walk             0.442239
p_same from formula              0.360560
p_same from absorbed walk        0.360560
p_other from formula             0.027226
p_other from absorbed walk       0.027226
p_same - p_other, absorbed walk  0.333334
t from absorbed walk             -0.333334
f from absorbed walk             0.499999
Returns counted up to a given number of vacancy steps:
  steps  1: t = -0.250000, f = 0.600000
  steps  3: t = -0.296875, f = 0.542169
  steps  5: t = -0.312500, f = 0.523810
  steps 11: t = -0.325642, f = 0.508703
  steps 23: t = -0.330539, f = 0.503150
  steps 95: t = -0.332976, f = 0.500402
Simulation: 200 walks of 5000 vacancy steps
  f from displacements     0.5008 +/- 0.0009
  cosine, one jump apart   -0.3325 +/- 0.0006
  cosine, two jumps apart  0.1107 +/- 0.0005
  jumps per moved atom     1.7684 +/- 0.0037
Model bond length r           0.25 nm
Model hop rate w per neighbour 1.0e+09 1/s
Model vacancy site fraction   1.0e-09
Vacancy diffusivity D_v       4.1667e-07 cm^2/s
Tracer diffusivity D*         2.0833e-16 cm^2/s
Tracer diffusivity D*         2.0833e-20 m^2/s
D* if correlation is ignored  4.1667e-16 cm^2/s
Chosen rms spread, one axis   10.0 nm
Time for this spread          2400.0 s
Time, correlation ignored     1200.0 s
```
